\section*{Symmetry and unitarity of the single-site t matrix at complex energy}

\section*{Question}

In a multiple-scattering code for non-spherical potentials I need the single-site matrix $t_{LL'}(E)$ on a complex energy contour. I assumed that a Hermitian potential gives either $t=t^\dagger$ or a unitary $S=1-2i\kappa t$, and wanted to use one of these to fill half of the matrix. My output obeys neither. Which symmetry does $t$ have at complex $E$, how is it proved, and on what does it depend? Does anything remain of unitarity?

\section*{Answer}

For a local, spin-independent potential and real spherical harmonics, $t=t^{T}$ at every energy: transposition without conjugation. Hermiticity fails already at real $E>0$. Unitarity at a single energy is guaranteed only for real $E>0$ and Hermitian $V$, and in general fails elsewhere; off the axis it survives, for Hermitian $V$, as a relation between $S$ at $E$ on the physical sheet and $S$ at $E^*$ on the second sheet.

\subsection*{Conventions}

The problem is one particle in a given potential, in Rydberg units: $H=-\nabla^2+V$, $E=\kappa^2\neq0$, and $\operatorname{Im}\kappa\ge0$ on the physical sheet. $V$ vanishes (or is negligible) beyond $r=R$, is less singular than $r^{-2}$ at the origin, and $E$ is not a pole of the Green function. $Y_L$, $L=(l,m)$, are real and orthonormal, $j_l$ is the spherical Bessel function, $h_l=h_l^{(1)}=j_l+iy_l$, and $P=\operatorname{diag}(-1)^l$. With $T=V+VG_0T$ and $\phi_L(\mathbf r)=j_l(\kappa r)Y_L(\hat r)$,
\begin{equation}
t_{LL'}=\iint \phi_L(\mathbf r)\,T(\mathbf r,\mathbf r')\,\phi_{L'}(\mathbf r')\,d^3r\,d^3r' .
\label{def}
\end{equation}
The left factor is not conjugated, and this is dictated by $G_0$. Let $F_l=rj_l(\kappa r)$ and $H_l=rh_l(\kappa r)$. Both solve $f''=[l(l+1)/r^2-E]f$, so their Wronskian is constant. At large $r$, with $\theta=\kappa r-l\pi/2$, $F\to\sin\theta/\kappa$ and $H\to-ie^{i\theta}/\kappa$, which gives
\begin{equation}
FH'-F'H=\frac{e^{i\theta}}{\kappa}(\sin\theta+i\cos\theta)=\frac{i}{\kappa}.
\label{wr}
\end{equation}
The equation $(\nabla^2+\kappa^2)G_0=\delta$, with $\delta(\mathbf r-\mathbf r')=r^{-2}\delta(r-r')\sum_LY_L(\hat r)Y_L(\hat r')$, is solved by radial parts $c\,j_l(\kappa r_<)h_l(\kappa r_>)$ whose slope jumps by $1/r'^2$. By \eqref{wr} the jump is $c\,(i/\kappa)/r'^2$, so $c=-i\kappa$:
\begin{equation}
G_0=-i\kappa\sum_L j_l(\kappa r_<)h_l(\kappa r_>)Y_L(\hat r)Y_L(\hat r').
\end{equation}
The function $\psi_{L'}=\phi_{L'}+G_0T\phi_{L'}$ obeys $V\psi=(V+VG_0T)\phi=T\phi$, hence $(\nabla^2+E)\psi=V\psi$. For $r>R$ one has $r_>=r$, and
\begin{equation}
\psi_{L'}=\sum_LY_L\left[j_l\,\delta_{LL'}-i\kappa h_l\,t_{LL'}\right]
=\tfrac12\sum_LY_L\left[h^{(2)}_l\delta_{LL'}+h^{(1)}_lS_{LL'}\right],
\label{match}
\end{equation}
where $j=\frac12(h^{(1)}+h^{(2)})$ gives $S=1-2i\kappa t$. The amplitude of the outgoing wave contains $j_l(\kappa r')$, not $j_l(\kappa r')^*$.

\subsection*{Reciprocity}

Allow a general kernel $V(\mathbf x,\mathbf y)$ and define $V^T(\mathbf x,\mathbf y)=V(\mathbf y,\mathbf x)$. Let $G$ and $\tilde G$ be the outgoing Green functions of $V$ and $V^T$ at the same $E$:
\begin{align}
(\nabla_x^2+E)G(\mathbf x,\mathbf r)-\int V(\mathbf x,\mathbf y)G(\mathbf y,\mathbf r)\,d^3y&=\delta(\mathbf x-\mathbf r),\\
(\nabla_x^2+E)\tilde G(\mathbf x,\mathbf r')-\int V(\mathbf y,\mathbf x)\tilde G(\mathbf y,\mathbf r')\,d^3y&=\delta(\mathbf x-\mathbf r').
\end{align}
Multiply the first line by $\tilde G(\mathbf x,\mathbf r')$ and the second by $G(\mathbf x,\mathbf r)$, subtract, and integrate over a ball of radius $\rho>R,r,r'$. The right side gives $\tilde G(\mathbf r,\mathbf r')-G(\mathbf r',\mathbf r)$. The $E$ terms cancel because the same $E$, not $E^*$, stands in both lines. The potential terms are
\begin{equation}
-\iint\tilde G(\mathbf x,\mathbf r')V(\mathbf x,\mathbf y)G(\mathbf y,\mathbf r)+\iint G(\mathbf x,\mathbf r)V(\mathbf y,\mathbf x)\tilde G(\mathbf y,\mathbf r'),
\end{equation}
and renaming $\mathbf x\leftrightarrow\mathbf y$ in the second turns it into minus the first. The Laplacians give, by Green's theorem, $\rho^2\oint(\tilde G\,\partial_xG-G\,\partial_x\tilde G)\,d\Omega$. On the surface both functions are outgoing free waves, $G=\sum_La_Lh_lY_L$ and $\tilde G=\sum_L\tilde a_Lh_lY_L$. Orthonormality leaves $\rho^2\kappa\sum_Lh_lh_l'(\tilde a_La_L-a_L\tilde a_L)=0$, for real and complex $\kappa$ alike. Therefore
\begin{equation}
\tilde G(\mathbf r,\mathbf r')=G(\mathbf r',\mathbf r).
\end{equation}
Next, $T=V+VGV$. This solves the defining equation because $G=G_0+G_0VG$ gives $VG_0T=V(G_0+G_0VG)V=VGV$. For the transposed potential,
\begin{align}
\tilde T(\mathbf r,\mathbf r')&=V(\mathbf r',\mathbf r)+\iint V(\mathbf x,\mathbf r)\tilde G(\mathbf x,\mathbf y)V(\mathbf r',\mathbf y)\nonumber\\
&=V(\mathbf r',\mathbf r)+\iint V(\mathbf r',\mathbf y)G(\mathbf y,\mathbf x)V(\mathbf x,\mathbf r)=T(\mathbf r',\mathbf r).
\end{align}
Insert this in \eqref{def} and rename $\mathbf r\leftrightarrow\mathbf r'$. The same set $\phi_L$ stands on both sides, so
\begin{equation}
t[V^T]=t[V]^T .
\label{main}
\end{equation}
A local potential has the kernel $V(\mathbf x)\delta(\mathbf x-\mathbf y)$, so $V^T=V$ and $t=t^T$. Nothing was conjugated, so $V$ may be complex, and locality is sufficient but not necessary: a symmetric kernel is all that was used. For a spherical potential $t$ is diagonal and the statement is empty.

\subsection*{The two Wronskians}

Write $\psi_{L'}=\sum_LY_Lu_{LL'}(r)/r$. For a potential local in $r$, with $V_{LL'}(r)=\int Y_LVY_{L'}\,d\Omega$,
\begin{equation}
u''=Qu,\qquad Q=l(l+1)/r^2+V-E,
\end{equation}
and $u=F-i\kappa Ht$ outside, $F$ and $H$ being diagonal matrices. For $W=u^Tu'-u'^Tu$ the products $u'^Tu'$ cancel in the derivative, so $W'=u^T(Q-Q^T)u=u^T(V-V^T)u$: the energy multiplies the unit matrix and drops out. $W(0)=0$ for regular solutions. Outside, diagonal matrices commute, and
\begin{align}
W&=(FF'-F'F)-i\kappa(FH'-F'H)t-i\kappa t^T(HF'-H'F)-\kappa^2t^T(HH'-H'H)t\nonumber\\
&=-i\kappa\,\frac{i}{\kappa}\,(t-t^T)=t-t^T .
\end{align}
Hence
\begin{equation}
t-t^T=\int_0^Ru^T(V-V^T)u\,dr ,
\label{asym}
\end{equation}
which identifies the antisymmetric part of $V$ as the only source of asymmetry.

The radial flux is the conjugated form $\mathcal J=u^\dagger u'-u'^\dagger u$, and the same differentiation gives
\begin{equation}
\mathcal J(R)=\int_0^Ru^\dagger\left[(V-V^\dagger)-2i\operatorname{Im}E\right]u\,dr .
\label{flux}
\end{equation}
For real $\kappa$ put $H^\pm=rh^{(1,2)}$, so that $(H^+)^*=H^-$, $u=\frac12(H^-+H^+S)$ and $u^\dagger=\frac12(H^++S^\dagger H^-)$. Since $H^-=2F-H^+$, \eqref{wr} gives $H^-H^{+\prime}-H^{-\prime}H^+=2i/\kappa$, and the cross terms $H^\pm H^{\pm\prime}-H^{\pm\prime}H^\pm$ vanish. Then $\mathcal J=(i/2\kappa)(S^\dagger S-1)$. For Hermitian $V$ the right side of \eqref{flux} is zero and $S^\dagger S=1$. Expanding,
\begin{equation}
1-2i\kappa(t-t^\dagger)+4\kappa^2t^\dagger t=1\quad\Rightarrow\quad t-t^\dagger=-2i\kappa\,t^\dagger t ,
\end{equation}
so at real $E>0$ a nonzero $t$ cannot be Hermitian.

For complex $E$ both halves of the argument fail. The diagonal of \eqref{flux} is $-2i\operatorname{Im}E$ times a positive integral. Also $H^+(\kappa)^*=H^-(\kappa^*)$ solves the free equation at $E^*$, so the conjugated Wronskians depend on $r$ and $\mathcal J$ no longer reduces to $S^\dagger S-1$.

A symmetric $t$ is $A+iB$ with $A,B$ real symmetric, and $t^\dagger=A-iB$. Hermiticity would need $B=0$. Multiplying out, $tt^\dagger-t^\dagger t=-2i[A,B]$. At real $E>0$ a unitary $S$ commutes with $S^\dagger$, so $t$ is normal; at complex $E$ that reason is gone, and the example below is not normal.

\subsection*{What survives of unitarity}

For Hermitian $V$, $G(E)^\dagger=[(E-H)^{-1}]^\dagger=G(E^*)$, so $T(\mathbf r,\mathbf r';E)^*=T(\mathbf r',\mathbf r;E^*)$. The series of $j_l$ has real coefficients and parity $(-1)^l$, so $j_l(\kappa r)^*=j_l(\kappa^*r)=(-1)^lj_l(-\kappa^*r)$. On the physical sheet $E^*$ has wave number $-\kappa^*$. Conjugating \eqref{def} for $t_{L'L}$ and renaming the variables gives $t_{L'L}(E)^*=(-1)^{l+l'}t_{LL'}(E^*)$, that is
\begin{equation}
t(E^*)=P\,t(E)^\dagger P,\qquad S(-\kappa^*)=1+2i\kappa^*Pt^\dagger P=P\,S(\kappa)^\dagger P .
\label{conj}
\end{equation}
Define $S(\kappa)$ for $\operatorname{Im}\kappa<0$ (second sheet) by the matching form \eqref{match}. The regular solutions depend on $E$ only, so $\kappa$ and $-\kappa$ describe the same set. From the parities of $j_l$ and $y_l$, $h^{(1,2)}_l(-z)=(-1)^lh_l^{(2,1)}(z)$, and the solution matched with $-\kappa$ reads $\frac12[H^+P+H^-PS(-\kappa)]$. Multiplying on the right by $[PS(-\kappa)]^{-1}$, where it exists, restores a unit incoming wave and gives $S(\kappa)=PS(-\kappa)^{-1}P$. Setting $\kappa\to\kappa^*$ and using \eqref{conj}, $S(\kappa^*)=[S(\kappa)^\dagger]^{-1}$, or
\begin{equation}
S(\kappa^*)^\dagger S(\kappa)=1 .
\label{cont}
\end{equation}
For real $\kappa$ this is ordinary unitarity; otherwise it links $\kappa$ on the physical sheet to $\kappa^*$ on the second sheet, at energy $E^*$. For $E<0$, $E^*=E$, and \eqref{conj} with symmetry gives $t=Pt^*P$: elements with even $l+l'$ are real, those with odd $l+l'$ are imaginary, and $t-t^\dagger=2i\operatorname{Im}t$ is in general nonzero when $V$ mixes parities.

\subsection*{Dependence on the basis}

With complex harmonics the expansion of $G_0$ carries $Y_{lm}(\hat r)Y^*_{lm}(\hat r')$, so $t^c_{lm,l'm'}=\mathcal B(j_lY^*_{lm},j_{l'}Y_{l'm'})$, where $\mathcal B$ is the symmetric bilinear form \eqref{def}. Exchanging the arguments and using $Y^*_{lm}=(-1)^mY_{l,-m}$ on each,
\begin{equation}
t^c_{lm,l'm'}=(-1)^{m+m'}\,t^c_{l'\,-m',\,l\,-m}.
\label{cy}
\end{equation}
If the harmonics are $i^lY_L$, then $t'_{LL'}=(-i)^lt_{LL'}i^{l'}$. Since $(-i)^{l'}=(-1)^{l'}i^{l'}$ and $i^l=(-1)^l(-i)^l$, one finds $t'^T=Pt'P$.

\subsection*{Worked example}

Take the displaced model well $V=-V_0e^{-|\mathbf r-\mathbf d|^2/a^2}$ with $V_0=2$ Ry, $a=1$ bohr, $\mathbf d=(0.2,0.4,0.4)$ bohr, at $E=0.5+0.3i$ Ry ($6.803+4.082i$ eV), $\kappa=0.73590+0.20383i$ bohr$^{-1}$. The equation $u''=Qu$ was integrated outward for the 49 channels $l\le6$ by fourth-order Runge--Kutta in 783 steps and matched to $F-i\kappa Ht$ at $R=6$ bohr, with no symmetry imposed on $t$. In bohr, in the order $s,p_y,p_x$,
\begin{equation}
t=-\begin{pmatrix}
0.8233+0.3574i&0.1136+0.0926i&0.0568+0.0463i\\
0.1136+0.0926i&0.0830+0.0534i&0.0074+0.0105i\\
0.0568+0.0463i&0.0074+0.0105i&0.0720+0.0376i
\end{pmatrix}.
\end{equation}
Over all 49 channels the largest element of $|t-t^T|$ is $3\times10^{-13}$ bohr, while that of $|t-t^\dagger|$ is $2\times0.3574=0.715$ bohr. The $s$ wave couples only to the $p$ function along the symmetry axis $\hat d$, so $t_{s,p_i}\propto d_i$ and $t_{s,p_y}=2t_{s,p_x}$.

This potential admits a second route. The function $\phi_L(\mathbf d+\mathbf r')$ is a regular free wave, so it equals $\sum_{L''}J_{LL''}\phi_{L''}(\mathbf r')$, and about its own centre the well has a diagonal matrix $t^0$. Equation \eqref{def} then gives $t=Jt^0J^T$. With $t^0_l=\int r^2j_lVR_l\,dr$ from single-channel integration ($R_l=u_l/r$) and $J$ from angular quadrature, $t^0_s=-0.85705-0.40638i$ bohr, $t^0_p=-0.07004-0.03487i$ bohr, $J_{ss}=0.97017-0.01768i$ and $J_{s,p_x}=-0.08370-0.02221i$. Because $J_{s,p_i}\propto d_i$, the three $p$ terms carry the weight $1+4+4=9$:
\begin{align}
J_{ss}^2t^0_s&=(0.94092-0.03431i)\,t_s^0=-0.8204-0.3530i,\\
9J_{s,p_x}^2t^0_p&=(0.05861+0.03346i)\,t_p^0=-0.0029-0.0044i .
\end{align}
The sum, $-0.8233-0.3574i$ bohr, is $t_{ss}$ to these digits. With all $l''\le6$ the two routes differ by at most $3\times10^{-9}$ bohr in the block $l\le2$.

From $\kappa t_{ss}=-0.533-0.431i$ follows $S_{ss}=1-2i\kappa t_{ss}=0.138+1.066i$, of modulus above one, which no element of a unitary matrix can have. The singular values of $S$ run from $0.887$ to $1.143$, so here $S$ is neither a contraction nor an expansion. The largest element of $|tt^\dagger-t^\dagger t|$ is $0.070$ bohr$^2$. In \eqref{flux}, $\int_0^R(u^\dagger u)_{ss}\,dr=12.491$ bohr$^3$, and $-2i\times0.3\times12.491=-7.495i$ bohr is the value of $\mathcal J_{ss}(R)$.

Integration at $E^*$ and matching with $-\kappa^*$ gives $t_{ss}=-0.8233+0.3574i$ and $t_{s,p_x}=+0.0568-0.0463i$ bohr: the conjugate for even $l+l'$, minus the conjugate for odd, as in \eqref{conj}. Omitting $P$ would flip the sign of every element with odd $l+l'$, an error of $2|t_{s,p_x}|=0.147$ bohr in $t_{s,p_x}$ and $2|t_{s,p_y}|=0.293$ bohr in $t_{s,p_y}$. Matching with $+\kappa^*$ satisfies \eqref{cont} to $5\times10^{-13}$ per element. At $E=0.5$ Ry, $t_{ss}=-0.6683-0.6223i$ bohr and $S$ is unitary; at $E=-0.2$ Ry, $t_{ss}=-1.7783$ and $t_{s,p_x}=-0.0933i$ bohr.

With $Y_{11}=-(Y_{p_x}+iY_{p_y})/\sqrt2$,
\begin{align}
t^c_{00,11}&=-(t_{s,p_x}+it_{s,p_y})/\sqrt2=-0.0253+0.1131i,\\
t^c_{11,00}&=-(t_{s,p_x}-it_{s,p_y})/\sqrt2=+0.1056-0.0476i .
\end{align}
These are neither equal nor conjugate. The partner required by \eqref{cy} is $-t^c_{1\,-1,00}$, and $t^c_{1\,-1,00}=0.0253-0.1131i$ bohr.

\subsection*{Where the symmetry fails}

Add $b(r)L_z$ with $b=b_0e^{-r^2/a^2}$, $b_0=0.5$ Ry, the form of an orbital magnetic term or of the $L_zs_z$ part of spin--orbit coupling for one spin direction. Since $L_z=-i\partial_\varphi$, its matrix between real harmonics is imaginary; being also Hermitian, it is antisymmetric. Then $V(b)^T=V(-b)$, and \eqref{main} gives $t(b)^T=t(-b)$ instead of symmetry. At the complex energy $t_{p_x,p_y}=0.0049-0.0298i$ and $t_{p_y,p_x}=-0.0196+0.0086i$ bohr. Their difference, $0.0245-0.0384i$ bohr, is the value of the integral \eqref{asym} accumulated along the integration. At $E=0.5$ Ry, $S$ is unitary while the largest asymmetry of $t$ is $0.042$ bohr.

The term $b(r)L_z^2$ is not a multiplication by a function either, but $(L_z^2)^T=(-L_z)^2$ is symmetric. It shifts elements of $t$ by up to $0.022$ bohr and leaves $t$ symmetric.

The opposite case is an absorbing local potential. At real $E$, \eqref{flux} gives $(i/2\kappa)(S^\dagger S-1)=2i\int u^\dagger(\operatorname{Im}V)u\,dr$, so $1-S^\dagger S=-4\kappa\int u^\dagger(\operatorname{Im}V)u\,dr$ is positive semidefinite for $\operatorname{Im}V\le0$. Add a second Gaussian well of depth $1+0.5i$ Ry and width $0.8$ bohr at $(-0.4,0.1,-0.3)$ bohr. At $E=0.5$ Ry the largest eigenvalue of $1-S^\dagger S$ is $0.406$. At the complex energy \eqref{cont}, which needed $V=V^\dagger$, is violated by up to $0.362$ per element, while $t_{s,p_x}=t_{p_x,s}=-0.0356-0.0052i$ bohr.

In the code, one triangle of $t(E)$ may be filled from the other by plain transposition if the basis is real and $V_{LL'}$ is symmetric. For complex harmonics and a symmetric kernel, \eqref{cy} pairs $(lm,l'm')$ with $(l'\,{-m'},l\,{-m})$. It fills the blocks $l>l'$ from the blocks $l<l'$, but inside a block $l=l'$ it sends $(m,m')$ to $(-m',-m)$, a reflection across the anti-diagonal, so there the independent half is $m+m'\le0$ and not a triangle about the main diagonal.

Numbers in the example were calculated in double precision.
